# The bubble GG breaks the f-sum rule; the vertex restores it, part 2

The bubble \(GG\) of a conserving \(G\) in general violates the f-sum rule for the density response. Of the results below, (a) and (b) are proved; (c) and (d) are proved next.

**Conventions.** \(\hbar=k_B=1\), \(T=1/\beta\), no spin polarization; matrices act on sites for one spin. \(H=\sum h_{ij}c^\dagger_{i\sigma}c_{j\sigma}+H_{\rm int}\), with \(-\mu\) in \(h\) and \(H_{\rm int}=\tfrac12\sum v_{ij}:\!\hat n_i\hat n_j\!:\), \(v\) real and symmetric. \(G_{ij}(\tau,\tau')=-\langle\mathcal T c_i(\tau)c_j^\dagger(\tau')\rangle\), \(G(i\nu)=[i\nu-h-\Sigma(i\nu)]^{-1}\), \(\rho_{ij}=G_{ij}(\tau,\tau^+)\); \(A(\omega)\) is the spectral function of \(G\), \(f\) the Fermi function. The probe \(u(\tau)=\epsilon Me^{-i\Omega\tau}\), \(M\) diagonal, \(\Omega\) a bosonic Matsubara frequency, causes the change \(\epsilon e^{-i\Omega\tau}\delta\rho\); \(\chi=2\,{\rm Tr}\,M^\dagger\delta\rho\to C/(i\Omega)^2\). The bubble, \(\delta G=GuG\), has \(\chi_0\) and \(C_0\).

**scGW.**
\[
P_{ij}(\tau,\tau')=2G_{ij}(\tau,\tau')G_{ji}(\tau',\tau),\qquad W=v+vPW,
\]
\[
\Sigma=\Sigma_{\rm HF}+\Sigma_c,\quad \Sigma_{{\rm HF},ij}=2\delta_{ij}\sum_kv_{ik}\rho_{kk}-v_{ij}\rho_{ij},\quad \Sigma_{c,ij}=-G_{ij}W^c_{ij},
\]
\(W^c\) being \(W\) without \(v\). Symmetry of \(W\) makes the diagonal of \(\Sigma G-G\Sigma\) vanish at equal times.

**Dimer.** \(h_{12}=-t\), \(t=1\), site energies \(\pm\Delta/2\), \(\Delta=1\), \(v_{11}=v_{22}=U=3\), \(v_{12}=V=1\), \(\mu=2\), \(\beta=4\), \(\Omega_1=2\pi/\beta=1.5708\,t\). Probes: uniform \((1,1)\), quarter \((1,i)\), staggered \((1,-1)\), site1 \((1,0)\).

**Results.** For \(M=1\), with \(d=\omega'-\omega\), \(A'=A(\omega')\), \(f'=f(\omega')\),
\[
\chi_0(i\Omega)=2\iint{\rm Tr}[AA']\,\frac{(f'-f)\,d}{\Omega^2+d^2}.\tag{2}
\]
Assume a finite one-particle basis in which the interaction is density-density, a diagonal probe, \(\Omega\neq0\), and \(\Sigma=\Sigma_{\rm HF}[\rho]+\Sigma_c\) with \(\Sigma_c=O(1/\nu)\).

(a) The response of the full many-body problem has \(C=-2\,{\rm Tr}([M^\dagger,[M,h]]\rho)\). This is the f-sum rule.

(b) The bubble of any such \(G\) has
\[
C_0=-2\,{\rm Tr}([M^\dagger,[M,h+\Sigma_{\rm HF}]]\rho)-2\,{\rm Tr}\,M^\dagger M(S+S^\dagger).\tag{3}
\]
Here \(S=T\sum_\nu\Sigma_cG\). For \(M^\dagger M=1\) the last term is \(-4U_c\), and \(U_c={\rm Tr}\,S\le0\) for positive spectral functions; \(U_c=\langle H_{\rm int}\rangle-{\rm Tr}\,\Sigma_{\rm HF}\rho\). The bubble's \(1/i\Omega\) term, \(2\,{\rm Tr}[M^\dagger M\rho-M^\dagger\rho M]\), vanishes because diagonal matrices commute.

(c) \((1-Pv)^{-1}P\), which equals \(v^{-1}W^cv^{-1}\) when \(v\) is invertible, has the same \(C_0\).

(d) If \(\Sigma[G]\) is gauge covariant with a collision term free of diagonal elements, as it is when \(\Sigma=\delta\Phi/\delta G\), the solution of \(\delta G=G(u+\delta\Sigma)G\), \(\delta\Sigma=(\delta\Sigma/\delta G)\,\delta G\), obeys continuity at each \(\Omega\) and (a) with its own \(\rho\). This needs a unique solution and a vertex that stays bounded as \(\Omega\to\infty\).

**(c)** Solving \(W=v+vPW\) gives \(W^c=vP(1-vP)^{-1}v=v(1-Pv)^{-1}Pv\). Each element of \(P\) is \(O(\Omega^{-2})\), since the argument for the missing \(1/i\Omega\) term holds for any pair of diagonal matrices. At fixed finite \(v\), \((1-Pv)^{-1}P=P+O(\Omega^{-4})\). Screening reshapes the spectrum and leaves its first moment unchanged.

**(d), gauge invariance.** Consider \(G_{ij}(\tau,\tau')\to e^{-\lambda_i(\tau)}G_{ij}(\tau,\tau')e^{\lambda_j(\tau')}\) with \(\lambda\) periodic in \(\tau\). In a closed diagram of \(\Phi[G]\), each end of an interaction line has one propagator entering and one leaving at the same site and time, so the factors cancel and \(\Phi\) is invariant. Removing one propagator leaves the factors of its two end points uncancelled, so \(\Sigma\) transforms like \(G\); this is covariance. With \(\Sigma_{ij}(\tau,\tau')=\delta\Phi/\delta G_{ji}(\tau',\tau)\) and infinitesimal \(\lambda\),
\[
0=\delta\Phi=\sum_{ij}\iint\Sigma_{ij}(\tau,\tau')G_{ji}(\tau',\tau)[\lambda_i(\tau)-\lambda_j(\tau')]=\sum_i\!\int\!\lambda_i(\tau)\,[\Sigma G-G\Sigma]_{ii}(\tau,\tau),
\]
after relabelling the second term. As \(\lambda\) is arbitrary, the diagonal of the collision term vanishes for each \(G\), provided \(\Sigma\) is evaluated at that same \(G\).

**(d), continuity.** Write \(\delta G(\tau,\tau')=\epsilon e^{-i\Omega\tau}a(s)\), \(\delta\Sigma=\epsilon e^{-i\Omega\tau}\sigma(s)\), \(s=\tau-\tau'\). Pulling \(e^{-i\Omega\tau}\) through the left propagator multiplies it by \(e^{i\Omega s}\), which shifts its frequency: \(a=G_+\Gamma G\), with \(G_+=G(i\nu+i\Omega)\) and vertex \(\Gamma=M+\sigma\). Then \(G_+^{-1}a=\Gamma G\) and \(aG^{-1}=G_+\Gamma\). Subtracting and summing over \(\nu\),
\[
i\Omega\,\delta\rho=[M,\rho]+[h,\delta\rho]+K,\qquad K=T\sum_\nu\big[\Sigma_+a+\sigma G-a\Sigma-G_+\sigma\big].\tag{4}
\]
\(K\) is the first-order change of \(\Sigma G-G\Sigma\) at equal times. When \(\sigma\) is the change of \(\Sigma[G]\) caused by \(a\), the identity above holds before and after the change, so \(K_{ii}=0\). Also \([M,\rho]_{ii}=0\), and
\[
i\Omega\,\delta\rho_{ii}=[h,\delta\rho]_{ii},\tag{5}
\]
the continuity equation with currents carried by hopping. The bubble sets \(\sigma=0\) and keeps half of a cancelling set. In the dimer at \(\Omega_1\), the largest difference of the two sides of (5) over sites and unit single-site sources is \(6.69\times10^{-2}\) for the bubble and \(6\times10^{-12}\) with the vertex.

**(d), the tail.** Define \(G'=e^{\lambda}Ge^{-\lambda}\). From \(G^{-1}=-\partial_\tau-h-u-\Sigma[G]\), the relation \(e^\lambda(-\partial_\tau)e^{-\lambda}=-\partial_\tau+\dot\lambda\) and covariance,
\[
G'^{-1}=-\partial_\tau+\dot\lambda-u-e^\lambda he^{-\lambda}-\Sigma[G'].
\]
Choose \(\dot\lambda=u\), that is \(\lambda=-\epsilon Me^{-i\Omega\tau}/i\Omega\), which is periodic for \(\Omega\ne0\). \(G'\) then solves the same self-consistent problem with no potential and a changed hopping \(\delta h=[\lambda,h]\). Let \(L[X]\) be the self-consistent \(\delta\rho\) for a one-body probe \(X\). From \(\delta G=-\lambda(\tau)G+G\lambda(\tau')+\delta G'\) at equal times, assuming the linear response is unique,
\[
\delta\rho=\frac{[M,\rho]}{i\Omega}-\frac{L\big[[M,h]\big]}{i\Omega}.\tag{6}
\]
For \(A\ge0\), \(\|G(i\nu)\|\le1/|\nu|\), so a bounded vertex gives \(\|L\|\le{\rm const}\times T\sum_\nu1/(|\nu||\nu+\Omega|)\), which falls as \(\ln\Omega/\Omega\). Multiply (5) by \(2M_i^*\,i\Omega\), sum over \(i\), insert (6) and let \(\Omega\to\infty\):
\[
(i\Omega)^2\chi\to2\,{\rm Tr}\,M^\dagger[h,[M,\rho]]=2\,{\rm Tr}\,[[M^\dagger,h],M]\rho=-2\,{\rm Tr}\,[M^\dagger,[M,h]]\rho .
\]
The middle step uses \({\rm Tr}X[Y,Z]={\rm Tr}[X,Y]Z\) twice; the last holds because both double commutators have elements \(\mp|M_i-M_j|^2h_{ij}\). Uniqueness and boundedness are assumed here, not proved; the dimer tails are consistent with them.

For \(M=1\), \(\delta h=0\) and the response is pure gauge: \(a(s)=(1-e^{i\Omega s})G(s)/i\Omega\), and by covariance the same for \(\sigma\). In frequency this is the Ward identity
\[
a=\frac{G-G_+}{i\Omega},\qquad\Gamma=1-\frac{\Sigma_+-\Sigma}{i\Omega}=\frac{G_+^{-1}-G^{-1}}{i\Omega}.
\]
The bare vertex \(\Gamma=1\) satisfies it only if \(\Sigma\) is unchanged by the frequency shift, in agreement with (2).

## The GW vertex and what it is needed for

Let \(*\) be convolution in \(s\) with a matrix product, and a tilde multiplication by \(e^{i\Omega s}\). Since \(\delta G(\tau',\tau)=\epsilon e^{-i\Omega\tau}e^{i\Omega s}a(-s)\), and \(\delta W=W\delta PW\) follows from \(W^{-1}=v^{-1}-P\), varying the scGW equations gives
\[
a=\tilde G*(M\delta(s)+\sigma)*G,\qquad \sigma_{ij}=\Sigma_{{\rm HF},ij}[\delta\rho]\,\delta(s)-a_{ij}W^c_{ij}-G_{ij}w_{ij},
\]
\[
w=\tilde W*p*W,\qquad p_{ij}(s)=2[a_{ij}(s)G_{ji}(-s)+\tilde G_{ij}(s)a_{ji}(-s)].\tag{7}
\]
The numerical solution of this Bethe–Salpeter equation at \(\Omega_1\) reproduces the Ward forms of \(a\) and of the dynamical part of \(\sigma\) to a few \(10^{-12}\), and the uniform response drops to that level.

The f-sum rule does not need all of (7). Dropping \(w\) is the variation of \(\Sigma=\Sigma_{\rm HF}-GW^c\) with \(W^c\) frozen at its scGW value. That functional is covariant, being elementwise proportional to \(G\), and the cancellation of the collision term shown for the dimer used nothing but the symmetry of \(W\). This ladder therefore satisfies (d): its continuity residual is \(6\times10^{-12}\) and its staggered tail is \(7.38224\,t\). It is, however, the derivative of a different self-consistent problem. At \(\Omega=0\), (7) is the derivative of the scGW equations with respect to a static potential. For a potential on site 1, central differences of re-converged scGW give \(dn_1/du=-0.244728/t\) and \(dn_2/du=0.163393/t\), and the full vertex matches both in all six digits. The ladder gives \(-0.230732\) and \(0.175462\), the bubble \(-0.306517\) and \(0.251970\); relative to the finite difference, \(|dn_1/du|\) is 5.7% too small and 25% too large. The sum \(dN/du=-0.0813/t\) is not zero, and need not be: at \(\Omega=0\), \(\lambda\) grows linearly in \(\tau\), is not periodic, and the grand-canonical particle number adjusts.

At \(\Omega_1\) the staggered response is \(-0.9026/t\) (bubble), \(-0.4744/t\) (contained in \(W\)), \(-0.6437/t\) (ladder) and \(-0.6479/t\) (full). If mixing with the uniform channel is neglected, the second follows from the first: for the normalized staggered vector \(P=-0.4513/t\) and \(v=U-V=2t\), so \(2\times(-0.4513)/(1+2\times0.4513)=-0.4744/t\). The response inside \(W\) is thus weaker than the conserving one at \(\Omega_1\) and 62% stronger in the tail.

## Limiting cases

**Hartree.** \(S=0\) and \(\Sigma\) is diagonal, so (3) equals (a): the bubble obeys the rule, and by (c) so does its RPA sum.

**Hartree–Fock.** \(S=0\), and the uniform probe is treated correctly. With \(\rho_{12}=0.477344\) the staggered bubble has \(16\rho_{12}+16\rho_{12}^2=7.6375+3.6457=11.2832\,t\), while the vertex \(\Sigma_{\rm HF}[\delta\rho]\) (time-dependent Hartree–Fock) returns \(7.63750\,t\). A static but nonlocal \(\Sigma\) is enough to break the rule.

**The exact \(G\) of the model.** Diagonalizing the dimer Hamiltonian gives \(\rho_{12}=0.437740\) and \(U_c=-0.481986\,t\), the latter from \(\langle H_{\rm int}\rangle\). The bubble summed over the poles of this \(G\) has \(C_0=1.927945\,t=-4U_c\) for \(M=1\), and \(7.00384+3.06586+1.92794=11.99764\,t\) for the staggered probe, against \(C=7.003837\,t\) from the Lehmann sum. A better \(G\) does not cure the bubble. Nor does conservation imply accuracy: the conserving scGW response has \(C=7.382\,t\), 5.4% above the value from diagonalization, because it obeys (a) with the scGW \(\rho_{12}\).

**Electron gas.** Formally take \(M=e^{i\mathbf q\cdot\mathbf r}\), which is unitary and shifts momenta. Then \(-[M^\dagger,[M,h]]=\varepsilon_{\mathbf k+\mathbf q}+\varepsilon_{\mathbf k-\mathbf q}-2\varepsilon_{\mathbf k}=q^2/m\), so \(C=nq^2/m\) per volume and \(v_qC=4\pi ne^2/m=\omega_p^2\) for \(v_q=4\pi e^2/q^2\) (Gaussian units). In (3) the exchange term is non-negative and \(-4u_c\), with \(u_c=U_c\) per volume, does not depend on \(q\), like the offset common to the dimer probes \((1,1)\), \((1,i)\) and \((1,-1)\). Provided the moments converge in the continuum, which was not examined here, \(v_qC_0\ge\omega_p^2+4|u_c|v_q\). The first moment of the inverse dielectric function in scGW screening, taken at fixed \(q\), then grows at least as \(1/q^2\) for small \(q\) instead of staying at \(\omega_p^2\).

## Values computed for the example and the checks

```
inputs: t=1.0 Delta=1.0 U=3.0 V=1.0 mu=2.0 [t], beta=4.0 [1/t], nodes=100
exact: N=1.984666, rho12=0.437740, U_c=-0.481986 [t]
exact uniform: C(Lehmann)=0.000000, bubble of exact G C0=1.927945 [t]
exact quarter: C(Lehmann)=3.501918, bubble of exact G C0=6.962792 [t]
exact stagger: C(Lehmann)=7.003837, bubble of exact G C0=11.997640 [t]
exact site1: C(Lehmann)=1.750959, bubble of exact G C0=3.468946 [t]
tail extrapolation from Omega=12.5664 to 28.2743 [t]
HF: N=1.972247, rho11=0.370959, rho22=0.615164, rho12=0.477344
HF: Sig_x12=-0.477344, S11=0.000000, S22=0.000000, U_c=0.000000 [t]
HF uniform: f-sum C=-0.00000, exchange=-0.00000, correlation=-0.00000, bubble C0=0.00000 [t]
HF uniform: tail with vertex=0.00000 [t]
HF quarter: f-sum C=3.81875, exchange=1.82286, correlation=-0.00000, bubble C0=5.64161 [t]
HF quarter: tail with vertex=3.81875 [t]
HF stagger: f-sum C=7.63750, exchange=3.64571, correlation=-0.00000, bubble C0=11.28321 [t]
HF stagger: tail with vertex=7.63750 [t]
HF site1: f-sum C=1.90938, exchange=0.91143, correlation=-0.00000, bubble C0=2.82080 [t]
HF site1: tail with vertex=1.90938 [t]
scGW: N=1.966086, rho11=0.386864, rho22=0.596179, rho12=0.461390
scGW: Sig_x12=-0.461390, S11=-0.142420, S22=-0.148040, U_c=-0.290460 [t]
scGW uniform: f-sum C=-0.00000, exchange=-0.00000, correlation=1.16184, bubble C0=1.16184 [t]
scGW uniform: tail with vertex=0.00000, tail from W=1.16174 [t]
scGW quarter: f-sum C=3.69112, exchange=1.70305, correlation=1.16184, bubble C0=6.55601 [t]
scGW quarter: tail with vertex=3.69112, tail from W=6.55587 [t]
scGW stagger: f-sum C=7.38225, exchange=3.40610, correlation=1.16184, bubble C0=11.95018 [t]
scGW stagger: tail with vertex=7.38224, tail from W=11.95000 [t]
scGW site1: f-sum C=1.84556, exchange=0.85152, correlation=0.56968, bubble C0=3.26677 [t]
scGW site1: tail with vertex=1.84556, tail from W=3.26670 [t]
scGW stagger: C0/C=1.6188
Omega_1=1.570796 [t]
bubble: continuity residual=6.69e-02, chi_uniform=-2.328e-02, chi_stagger=-0.902608 [1/t]
ladder: continuity residual=6.30e-12, chi_uniform=-4.484e-12, chi_stagger=-0.643701 [1/t]
full: continuity residual=6.34e-12, chi_uniform=-4.484e-12, chi_stagger=-0.647942 [1/t]
screening in W: chi_uniform=-2.224e-02, chi_stagger=-0.474405 [1/t]
ladder: Ward identity error dG=2.8e-12, dSigma=2.0e-12
full: Ward identity error dG=2.5e-12, dSigma=5.5e-12
ladder (W frozen) stagger: tail=7.38224 [t]
static, potential on site 1: finite difference dn1/du=-0.244728, dn2/du=0.163393 [1/t]
static bubble: dn1/du=-0.306517, dn2/du=0.251970 [1/t], max drho error=4.4e-02
static ladder: dn1/du=-0.230732, dn2/du=0.175462 [1/t], max drho error=7.0e-03
static full: dn1/du=-0.244728, dn2/du=0.163393 [1/t], max drho error=9.9e-09
```
